# Why one photon cannot connect two J = 0 states: verification in Python

```python
"""Result under test: no one-photon transition connects two J=0 states.
The only J=0 vector harmonic is n/sqrt(4 pi), which is longitudinal (helicity 0),
whereas a free photon is transverse (helicity +1 or -1).

Symbols: n = unit wave vector; J = total angular momentum; lam = helicity;
b = oscillator length; q = k*b; Q = particle charge; omega0 = oscillator frequency.
Example: spinless particle, electron charge and mass, isotropic oscillator.
Lengths in the integrals are in b, charge in Q, and transformed currents
in Q*hbar/(m*b). The l=0 and l=2 states of the same shell are compared.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import lpmv


def sphere_rule(n_theta, n_phi):
    cosine, weight = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.3) / n_phi
    c, p = np.meshgrid(cosine, phi, indexing="ij")
    s = np.sqrt(1 - c**2)
    points = np.stack([s*np.cos(p), s*np.sin(p), c], axis=-1).reshape(-1, 3)
    return points, np.repeat(weight, n_phi) * 2 * np.pi / n_phi


def harmonic(l, m, points):
    radius = np.linalg.norm(points, axis=-1)
    phi = np.arctan2(points[..., 1], points[..., 0])
    a = abs(m)
    norm = math.sqrt((2*l + 1) / (4*np.pi)
                     * math.factorial(l-a) / math.factorial(l+a))
    value = norm * lpmv(a, l, points[..., 2] / radius) * np.exp(1j*a*phi)
    return value if m >= 0 else (-1)**a * value.conj()


def gradient(function, points, step=2e-3):
    parts = []
    for axis in range(3):
        d = np.zeros(3)
        d[axis] = step
        parts.append((8*(function(points+d) - function(points-d))
                      - function(points+2*d) + function(points-2*d)) / (12*step))
    return np.stack(parts, axis=-1)


# Angular momentum matrices for vector fields with orbital l = 0, 1, 2, 3.
labels = [(l, m) for l in range(4) for m in range(-l, l+1)]
size = len(labels)
raising = np.zeros((size, size), complex)
for col, (l, m) in enumerate(labels):
    if m < l:
        raising[labels.index((l, m+1)), col] = math.sqrt(l*(l+1) - m*(m+1))
orbital = [(raising + raising.conj().T)/2,
           (raising - raising.conj().T)/(2j),
           np.diag([m for l, m in labels]).astype(complex)]
levi = np.zeros((3, 3, 3))
for a, b_index, c_index in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b_index, c_index] = 1
    levi[a, c_index, b_index] = -1
spin = -1j * levi
total = [np.kron(orbital[a], np.eye(3)) + np.kron(np.eye(size), spin[a])
         for a in range(3)]
j_squared = sum(op @ op for op in total)
levels, vectors = np.linalg.eigh(j_squared + 0.1*total[2])

directions, solid_weights = sphere_rule(10, 20)
scalar_values = np.stack([harmonic(l, m, directions) for l, m in labels], axis=-1)
helicity = np.einsum("na,abc->nbc", directions, spin)
helicity2 = helicity @ helicity
projectors = {-1: (helicity2-helicity)/2,
              0: np.eye(3)-helicity2,
              1: (helicity2+helicity)/2}

print("Number of angular vector harmonics at M=0, by helicity -1, 0, +1")
for J in range(3):
    chosen = np.where(abs(levels - J*(J+1)) < 1e-8)[0]
    assert len(chosen) == (1 if J == 0 else 3)
    fields = np.stack([scalar_values @ vectors[:, i].reshape(size, 3)
                       for i in chosen])
    counts = []
    for lam in (-1, 0, 1):
        gram = np.einsum("n,inb,nbc,jnc->ij", solid_weights,
                         fields.conj(), projectors[lam], fields)
        eigen = np.linalg.eigvalsh(gram)
        assert np.all(np.minimum(abs(eigen), abs(eigen-1)) < 1e-10)
        counts.append(int(np.sum(eigen > 0.5)))
        assert counts[-1] == int(J >= abs(lam))
    print(f"  J={J}: {counts[0]}, {counts[1]}, {counts[2]}")
    if J == 0:
        radial = directions / math.sqrt(4*np.pi)
        overlap = abs(np.einsum("n,nb,nb->", solid_weights,
                                fields[0].conj(), radial))
        assert abs(overlap-1) < 1e-10
        print(f"  J=0 overlap with n/sqrt(4 pi): {overlap:.6f}")

# Differentiate scalar harmonics directly to test both transverse constructions.
print("Squared norms of L Y and n x L Y (dimensionless)")
for J in range(3):
    m = min(J, 1)
    grad = gradient(lambda x: harmonic(J, m, x), directions)
    magnetic = -1j * np.cross(directions, grad)
    electric = np.cross(directions, magnetic)
    norms = [np.sum(solid_weights[:, None]*abs(v)**2)
             for v in (magnetic, electric)]
    mixing = np.sum(solid_weights[:, None]*magnetic.conj()*electric)
    assert np.allclose(norms, J*(J+1), atol=1e-7)
    assert abs(mixing) < 1e-7
    print(f"  J={J}: {norms[0]:.6f}, {norms[1]:.6f}")


def ground(x):
    return np.pi**(-0.75) * np.exp(-np.sum(x**2, axis=-1)/2)


def excited_s(x):
    return math.sqrt(2/3) * (1.5-np.sum(x**2, axis=-1)) * ground(x)


def excited_d(x):
    return (2*x[..., 2]**2-x[..., 0]**2-x[..., 1]**2)/math.sqrt(3)*ground(x)


axis_grid = np.linspace(-7, 7, 41)
points = np.stack(np.meshgrid(axis_grid, axis_grid, axis_grid,
                              indexing="ij"), axis=-1).reshape(-1, 3)
cell = (axis_grid[1]-axis_grid[0])**3
states = (ground, excited_s, excited_d)
values = np.stack([state(points) for state in states])
assert np.allclose(cell*values@values.T, np.eye(3), atol=1e-10)

# Verify the three energies by finite differences of the Hamiltonian.
rng = np.random.default_rng(4)
samples = rng.normal(size=(30, 3))
for state, energy in zip(states, (1.5, 3.5, 3.5)):
    laplacian = np.zeros(len(samples))
    h = 0.01
    for axis in range(3):
        d = np.zeros(3)
        d[axis] = h
        laplacian += (-state(samples+2*d)+16*state(samples+d)-30*state(samples)
                      +16*state(samples-d)-state(samples-2*d))/(12*h*h)
    action = -laplacian/2 + np.sum(samples**2, axis=1)*state(samples)/2
    assert np.allclose(action, energy*state(samples), atol=1e-6)


def local_current(state, x):
    return (ground(x)[..., None]*gradient(state, x)
            - state(x)[..., None]*gradient(ground, x))/(2j)


current_s = local_current(excited_s, points)
current_d = local_current(excited_d, points)
emission, emission_weights = sphere_rule(5, 5)


def transform(q, direction):
    phase = np.exp(-1j*q*(points@direction))
    return (cell*(phase@current_s), cell*(phase@current_d),
            cell*np.sum(phase*values[0]*values[1]))


def radiation_data(q):
    longitudinal, transverse_s, charge = [], [], []
    integral_d = 0.0
    for n, weight in zip(emission, emission_weights):
        js, jd, rho = transform(q, n)
        longitudinal.append(n@js)
        transverse_s.append(np.linalg.norm(js-n*(n@js)))
        charge.append(rho)
        integral_d += weight*np.linalg.norm(jd-n*(n@jd))**2
    rho_formula = q*q*math.exp(-q*q/4)/(2*math.sqrt(6))
    assert np.allclose(charge, rho_formula, rtol=1e-7, atol=1e-13)
    assert np.allclose(longitudinal, 2*np.array(charge)/q, rtol=1e-6, atol=1e-12)
    ratio = max(transverse_s)/np.mean(np.abs(longitudinal))
    assert ratio < 1e-8
    assert np.isclose(integral_d, 2*np.pi*q*q*math.exp(-q*q/2)/5, rtol=1e-6)
    return np.mean(longitudinal), np.mean(charge), ratio, integral_d


energy0_ev = 1.0
omega0 = energy0_ev*const.e/const.hbar
omega = 2*omega0
length = math.sqrt(const.hbar/(const.m_e*omega0))
q_physical = omega*length/const.c
j_long, rho_k, ratio_physical, integral_d = radiation_data(q_physical)
large_q = 1.3
j_large, rho_large, ratio_large, integral_large = radiation_data(large_q)
velocity_unit = const.hbar/(const.m_e*length)
prefactor = omega/(8*np.pi**2*const.epsilon_0*const.hbar*const.c**3)
rate = prefactor*(const.e*velocity_unit)**2*integral_d
rate_formula = (const.e**2*const.hbar*omega**3*math.exp(-q_physical**2/2)
                /(20*np.pi*const.epsilon_0*const.m_e**2*const.c**5))
assert np.isclose(rate, rate_formula, rtol=1e-6)
n45 = np.array([1.0, 0.0, 1.0])/math.sqrt(2)
jd45 = transform(q_physical, n45)[1]
transverse_d45 = np.linalg.norm(jd45-n45*(n45@jd45))

print("Oscillator example")
print(f"  oscillator quantum: {energy0_ev:.3f} eV")
print(f"  photon energy available: {const.hbar*omega/const.e:.3f} eV")
print(f"  angular frequency omega: {omega:.5e} rad/s")
print(f"  oscillator length b: {length*1e9:.5f} nm")
print(f"  q=k*b: {q_physical:.5e}")
print(f"  l=0 rho(k)/Q: {rho_k.real:.5e}")
print(f"  l=0 longitudinal j(k)/Q: {j_long.real*velocity_unit:.3f} m/s")
print(f"  l=0 transverse/longitudinal, numerical zero: {ratio_physical:.1e}")
print(f"  l=2 transverse |j(k)/Q| at 45 deg: {transverse_d45*velocity_unit:.3f} m/s")
print(f"  l=2 one-photon rate: {rate:.4f} 1/s")
print(f"  l=2 one-photon lifetime: {1e3/rate:.4f} ms")
print(f"Short-wave test at q={large_q:.1f}")
print(f"  l=0 rho(k)/Q: {rho_large.real:.6f}")
print(f"  l=0 longitudinal current, Q*hbar/(m*b): {j_large.real:.6f}")
print(f"  l=0 transverse/longitudinal, numerical zero: {ratio_large:.1e}")
print(f"  l=2 angular integral, (Q*hbar/(m*b))^2: {integral_large:.6f}")

# Gauss's law supplies E from charge; wavefunctions separately supply the current.
print("Enclosed transition charge Q_enc/Q")
for radius in (0.5, 1.0, 2.0, 4.0):
    def shell(r):
        x = np.array([0.0, 0.0, r])
        return 4*np.pi*r*r*ground(x)*excited_s(x)
    enclosed = quad(shell, 0, radius, epsabs=1e-13, epsrel=1e-12)[0]
    formula = 4*radius**3*math.exp(-radius**2)/math.sqrt(6*np.pi)
    assert np.isclose(enclosed, formula, rtol=1e-7, atol=1e-12)
    n = np.array([1.0, 2.0, 2.0])/3
    matter = local_current(excited_s, (radius*n)[None, :])[0]
    displacement = -2j*enclosed*n/(4*np.pi*radius**2)
    assert np.linalg.norm(matter+displacement) < 1e-9
    print(f"  r/b={radius:.1f}: {enclosed:.5e}")

# Two photons can make a rotational scalar.
angle = np.pi/3
pol1 = np.array([[1, 0, 0], [0, 1, 0]], float)
pol2 = np.array([[np.cos(angle), 0, -np.sin(angle)], [0, 1, 0]])
two_photon_sum = np.sum((pol1@pol2.T)**2)
assert np.isclose(two_photon_sum, 1+np.cos(angle)**2)
print(f"Two-photon polarization sum at 60 deg: {two_photon_sum:.4f}")

# Two half-integer total spins can couple to one unit of angular momentum.
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
pair = [np.kron(s/2, np.eye(2))+np.kron(np.eye(2), s/2) for s in pauli]
pair_squared = np.linalg.eigvalsh(sum(s@s for s in pair))
pair_j = (-1+np.sqrt(1+4*np.maximum(pair_squared, 0)))/2
assert np.allclose(pair_j, [0, 1, 1, 1], atol=1e-7)
print(f"Two F=1/2 spins couple to J={abs(pair_j[0]):.0f} and J={pair_j[-1]:.0f}")
print("every check passed")
```

Printed output:

```
Number of angular vector harmonics at M=0, by helicity -1, 0, +1
  J=0: 0, 1, 0
  J=0 overlap with n/sqrt(4 pi): 1.000000
  J=1: 1, 1, 1
  J=2: 1, 1, 1
Squared norms of L Y and n x L Y (dimensionless)
  J=0: 0.000000, 0.000000
  J=1: 2.000000, 2.000000
  J=2: 6.000000, 6.000000
Oscillator example
  oscillator quantum: 1.000 eV
  photon energy available: 2.000 eV
  angular frequency omega: 3.03853e+15 rad/s
  oscillator length b: 0.27604 nm
  q=k*b: 2.79782e-03
  l=0 rho(k)/Q: 1.59784e-06
  l=0 longitudinal j(k)/Q: 479.021 m/s
  l=0 transverse/longitudinal, numerical zero: 1.4e-12
  l=2 transverse |j(k)/Q| at 45 deg: 508.078 m/s
  l=2 one-photon rate: 67.9325 1/s
  l=2 one-photon lifetime: 14.7205 ms
Short-wave test at q=1.3
  l=0 rho(k)/Q: 0.226095
  l=0 longitudinal current, Q*hbar/(m*b): 0.347839
  l=0 transverse/longitudinal, numerical zero: 1.1e-12
  l=2 angular integral, (Q*hbar/(m*b))^2: 0.912258
Enclosed transition charge Q_enc/Q
  r/b=0.5: 8.96904e-02
  r/b=1.0: 3.38934e-01
  r/b=2.0: 1.34996e-01
  r/b=4.0: 6.63556e-06
Two-photon polarization sum at 60 deg: 1.2500
Two F=1/2 spins couple to J=0 and J=1
every check passed
```
